The Edwards-Wilkinson to Kardar-Parisi-Zhang crossover time in one dimension

**Question.** A growing one-dimensional profile h(x,t) starts flat and obeys the Kardar-Parisi-Zhang (KPZ) equation

∂h/∂t = n ∂²h/∂x² + (k/2)(∂h/∂x)² + η,

⟨η(x,t) η(x′,t′)⟩ = 2D δ(x−x′) δ(t−t′).

Here n > 0 is the tension, D the noise strength and k the nonlinear coefficient. At first the surface roughens as if k were zero, which is Edwards-Wilkinson (EW) growth. How long does this last, how does that time depend on n, D and k, and how much of the answer can dimensional analysis supply?

**Answer.**

**The scale from dimensions**

Let X, H and T be the units of lateral distance, height and time, with H independent of X. Each term of the equation has the dimension H/T, so

[n] = X²/T,  [k] = X²/(HT).

The noise correlation has dimension H²/T², while the two delta functions carry 1/(XT). Hence

[D] = XH²/T.

Try a time of the form n^a D^b k^c. Matching the powers of X, H and T requires

2a + b + 2c = 0,
2b − c = 0,
−a − b − c = 1.

The second line gives c = 2b, and the first then gives a = −5b/2. The third becomes 5b/2 − 3b = 1, so b = −2, a = 5 and c = −4:

t0 = n⁵/(D²k⁴).

The solution is unique because three parameters with three independent dimensions leave no dimensionless group. The same procedure gives a lateral and a vertical scale,

x0 = n³/(Dk²),  h0 = n/|k|.

The sign of k does not matter for the width: replacing h by −h reverses k and leaves the noise statistics unchanged.

The independence of H is essential. If heights and lateral distances are both merely lengths, then Dk/n² is dimensionless and t0 may be multiplied by any power of it. For example, n/k² is then also a time. What rules it out is a property of the equation. Put h = s g with a constant s and divide by s:

∂g/∂t = n ∂²g/∂x² + (sk/2)(∂g/∂x)² + η/s.

The coefficients have changed to n, sk and D/s², but the crossover cannot move in time because heights were relabelled. The combination D²k⁴ is unchanged, since s⁻⁴s⁴ = 1, whereas n/k² changes by s⁻². The freedom to rescale height alone is what an independent unit H expresses.

**What the scale does and does not say**

Write x = x0 y, t = t0 τ and h = h0 g, taking k > 0. Multiplying the equation by t0/h0 gives the tension term the coefficient

n t0/x0² = [n⁶/(D²k⁴)] [D²k⁴/n⁶] = 1.

The nonlinear term gets k h0 t0/x0² = n t0/x0² = 1. The new noise is (t0/h0)η, and the delta functions contribute 1/(x0t0), so its strength is 2D t0/(x0h0²), where

D t0/(x0h0²) = D t0 (Dk²/n³)(k²/n²) = t0 D²k⁴/n⁵ = 1.

No parameter is left. With W² the variance of h about its spatial mean, on an unbounded line,

W²(t) = h0² G(t/t0),

where G is one function for all n, D and k. This assumes that the atomic spacing is far below x0 and drops out of the width. It does not drop out of the mean velocity, because the mean square slope depends on the short-distance cutoff. That contribution is a uniform displacement, however, and is removed when heights are measured from their mean.

Every crossover time defined through the shape of W² is therefore a number times t0. Dimensional analysis does not give the number. To find it, one needs the width on both sides of the crossover.

**The early law**

Set k = 0 and expand h in modes on a line of length L, h = L^(−1/2) Σ h_q e^{iqx}. Each mode obeys dh_q/dt = −nq²h_q + η_q, with ⟨η_q(t)η_q*(t′)⟩ = 2Dδ(t−t′). From a flat start,

h_q(t) = ∫₀ᵗ e^{−nq²(t−s)} η_q(s) ds,

⟨|h_q|²⟩ = 2D ∫₀ᵗ e^{−2nq²(t−s)} ds = [D/(nq²)] (1 − e^{−2nq²t}).

For large L the sum over modes becomes an integral:

W² = ∫ dq/(2π) [D/(nq²)] (1 − e^{−2nq²t}).

Differentiating with respect to time leaves a Gaussian integral,

dW²/dt = (D/π) ∫ e^{−2nq²t} dq = (D/π) √(π/(2nt)) = D/√(2πnt).

Since W² = 0 at t = 0, integration gives 2D√t/√(2πn), or

W²_EW = (D/n) √(2nt/π).

This law also shows why the nonlinearity is weak at first. Features of height W and lateral size ℓ ~ √(nt) have a tension term of order nW/ℓ² and a nonlinear term of order kW²/ℓ². Their ratio is kW/n = W/h0, which grows as (t/t0)^(1/4). Because W² is even in k, its first correction in an expansion in powers of k is of order k², and so has relative size (t/t0)^(1/2) times a number. An expansion of exp(kh/2n) in the noise, not shown here, gives this number as (√(2π)/2)(5/(4π) − 3/8) ≈ 0.029. With numerical factors left out, the estimate of the ratio makes the two terms comparable near t0. That does not mean that the width follows a new law there: the first correction to W² is only about 3 percent at t0, and since the ratio grows only as the fourth root of time, a modest factor in it can move the time by orders of magnitude.

**The late law: the amplitude that survives**

At late times the nonlinear term dominates the large scales, but one property of the linear problem survives in one dimension. It can be shown on a lattice of unit spacing, with slopes a_i = h_{i+1} − h_i on a ring:

dh_i/dt = n(a_i − a_{i−1}) + (k/6)F_i + η_i,

F_i = a_i² + a_i a_{i−1} + a_{i−1}².

For equal neighbouring slopes (k/6)F_i becomes (k/2)a², as it should.

For k = 0 the deterministic force is −∂E/∂h_i with E = (n/2)Σa_i². With noise of strength 2D, the stationary distribution is

P ∝ exp(−E/D) = exp[−(n/2D) Σa_i²].

The slopes are independent Gaussian variables of variance D/n, apart from the condition that they sum to zero on the ring.

The nonlinear term moves the slopes with velocity v_i = (k/6)(F_{i+1} − F_i), where

F_{i+1} − F_i = a_{i+1}² + a_{i+1}a_i − a_i a_{i−1} − a_{i−1}².

It changes P at the rate

−Σ ∂(v_iP)/∂a_i = −P Σ ∂v_i/∂a_i + (n/D) P Σ a_i v_i.

The first sum is (k/6)Σ(a_{i+1} − a_{i−1}), which vanishes on a ring. The second is

(k/6) [Σ(a_i a_{i+1}² + a_i² a_{i+1}) − Σ(a_i² a_{i−1} + a_i a_{i−1}²)].

Shifting i to i+1 in the last sum turns it into the first, so the difference is zero. The nonlinear term leaves P stationary for any k. In the stationary state, and at separations small compared with the system,

⟨[h(x) − h(0)]²⟩ = A|x|,  A = D/n.

The coefficient k is also protected. Put h = mx + h′. Then

(k/2)(∂h/∂x)² = km²/2 + km ∂h′/∂x + (k/2)(∂h′/∂x)².

The middle term is removed by a frame moving sideways at constant speed, which does not alter the statistics of noise that is uncorrelated in time. A tilt m therefore changes the mean velocity by km²/2 with the original k, however rough the surface has become.

**The late law: exponent and number**

The scaling hypothesis is that the late width depends on A, |k| and t alone. Let W² be proportional to A^p |k|^r t^s, with [A] = H²/X. The powers of H, X and T give

2p − r = 2,  −p + 2r = 0,  −r + s = 0.

So p = 2r, then 3r = 2, and r = s = 2/3, p = 4/3. With a customary factor 1/2,

W²_KPZ = c (|k|A²t/2)^(2/3).

The number c is beyond dimensional analysis and is not derived here. It is taken from an established result for KPZ growth from a flat start: the fluctuation of h, divided by (|k|A²t/2)^(1/3), tends up to sign to 2^(−2/3) times a Tracy-Widom variable. This variable describes the suitably centred and scaled largest eigenvalue of large real symmetric Gaussian matrices. Its distribution function is the Fredholm determinant

Prob(variable < s) = det(1 − K_s),  K_s(x,y) = Ai(x+y+s),  x, y > 0,

with Ai the Airy function. Numerical evaluation gives a variance of 1.6078. A sample of 3000 random matrices of size 200 gives 1.627, about 1 percent higher and within the sampling error of about 3 percent. Taking the late variance of h from the limiting distribution,

c = 2^(−4/3) × 1.6078 = 0.638.

**The crossover time**

Define t_c as the time at which the two laws intersect:

(D/n) √(2nt_c/π) = c [|k|D²t_c/(2n²)]^(2/3).

The sixth power removes both roots:

8D⁶t_c³/(π³n³) = c⁶ k⁴D⁸t_c⁴/(16n⁸).

Dividing by t_c³ and solving,

t_c = C n⁵/(D²k⁴),  C = 128/(π³c⁶) = 61.2.

The dimensional estimate has the right dependence on the parameters, but this crossover comes some sixty times later than t0. The value belongs to the noise convention used here. If the correlation is written with D in place of 2D, every D above becomes D/2, and C is four times larger, 245. A crossover time quoted without its noise convention is uncertain by this factor.

The large number comes from the closeness of the two growth exponents. The laws go as t^(1/2) and t^(2/3), so

W²_KPZ/W²_EW = (t/t_c)^(1/6).

At t = t0 this ratio is 61.2^(−1/6) = 0.504. The laws differ there by only a factor of two in W², but closing that gap takes a factor 2⁶ = 64 in time, near the value of C. To put the KPZ law a factor of two above the EW law takes another factor of 64. The two laws thus stay within a factor of two of each other over more than three decades in time, and t_c marks the point where they intersect, not a sharp event.

The same small exponent makes C sensitive to c, through c⁻⁶: a 5 percent increase in c lowers C by about 25 percent. Another definition of the crossover, such as the time at which the local growth exponent is halfway between its limits, would keep the scaling and in general give another number, which is not computed here.

**Does the surface behave this way?**

Direct simulations of the lattice equation, with n = D = 1 and unit spacing, show what happens at these times. For k = 0.5 the scales are t0 = 16 and x0 = 4. At t = t0 the variance is 1.020 times that of a surface driven by the same noise with k = 0. Runs of this size with other noise scatter between about 1.02 and 1.04, so the nonlinear term has changed W² by only 2 to 4 percent at the time which dimensional analysis alone would suggest for the crossover.

For k = 1, at t = t_c = 61.2, the corresponding ratio is 1.177. The nonlinearity is now visible. The EW and KPZ laws have the same value at this time, so the variance alone does not show which of them the surface follows more closely. Here x0 equals the lattice spacing, so the excess of 18 percent is indicative and not a continuum value.

A third run, with k = 3 and t = 60, reaches 79 t_c. Its variance is 12.82, where the KPZ law gives 12.81 and the EW law 6.18. The test required agreement with the KPZ law within 15 percent, and the much closer match in one finite run should not be read as its accuracy, since the sampling error of a run of this size is about 3 percent. The run clearly separates the two laws. Its x0 is only 1/9 of the lattice spacing, so it tests the late law and not the continuum crossover. Nor does it fix C closely, since a 15 percent change in c would change C by a factor of more than two. The mean square slope in this run is 0.986, close to the stationary value D/n = 1.

**A worked case**

Take the round model parameters n = 1 nm²/s, D = 0.1 nm³/s and k = 0.5 nm/s, with heights and lateral distances both in nanometres. Then

t0 = 1⁵/(0.1² × 0.5⁴) s = 1/(0.01 × 0.0625) s = 1600 s,

x0 = 1³/(0.1 × 0.5²) nm = 40 nm,  h0 = 1/0.5 nm = 2 nm.

The intersection time is

t_c = 61.2 × 1600 s ≈ 9.79 × 10⁴ s, or 27.2 h.

Reading t0 as the onset of the late law would place it at 0.44 h. At that time the EW law gives

W² = 0.1 × √(2 × 1600/π) nm² ≈ 3.19 nm²,

an rms width of 1.79 nm. The KPZ law, used too early, gives

W² = 0.638 × (0.5 × 0.1² × 1600/2)^(2/3) nm² = 0.638 × 4^(2/3) nm² ≈ 1.61 nm²,

or 1.27 nm. At t_c both laws give 5.00 nm.

The other candidate time, n/k², equals 4 s here. It has the unit of seconds, yet it is wrong by a factor of 400 even as an estimate of t0. Agreement of units in nanometres and seconds is not enough.

The strong powers also limit any prediction from measured parameters. For small relative changes,

δt_c/t_c = 5 δn/n − 2 δD/D − 4 δk/k.

An increase of n by 20 percent is no longer small in this sense: it multiplies t_c by 1.2⁵ = 2.49. Halving k multiplies it by 16.

**When the crossover is not seen**

*Finite width.* On a ring of length L the roughening stops when the slowest mode has relaxed. The stationary variance follows from the Gaussian slope distribution. With q = 2πj/L and j = ±1, ±2, …,

W²_sat = (1/L) Σ D/(nq²) = (2D/(nL)) (L/2π)² Σ_{j≥1} 1/j² = DL/(12n),

since the last sum is π²/6. This value does not depend on k, so in one dimension the saturated width carries no sign of the nonlinearity. To see the late law, the sample must be wide enough that W²_sat is well above the variance at t_c. In the worked case that variance is 25 nm², which requires

L ≫ 12 × 25/0.1 nm = 3000 nm.

The diffusion length √(nt_c) = 313 nm understates this demand. A ring of that length saturates at W² = 0.1 × 313/12 nm² ≈ 2.6 nm², an rms width of 1.6 nm, far below 5 nm.

*Strong coupling at the atomic scale.* The diffusion length at the intersection is √(nt_c) = √C x0 ≈ 8x0. If x0 is so far below the lattice spacing that this length is no longer large compared with the spacing, the continuum EW regime has little or no room to develop before t_c. The early growth then depends on atomic details, and t0 no longer describes its end.

*Other smoothing processes.* A surface-diffusion term −K ∂⁴h/∂x⁴ adds a parameter and with it the length √(K/n), below which it outweighs tension. The result for t_c is safe when this length is well below x0. Otherwise G also depends on the ratio of the two lengths. For k = 0, once √(nt) exceeds √(K/n), the term lowers W² by (D/n)√(K/n)/2, which is 8 percent of the variance at t_c when √(K/n) = x0. Its effect on the amplitude of the late law is not computed here.

*Two-dimensional substrates.* For a film on a plane, the noise correlation contains a delta function in two coordinates, so [D] = X²H²/T. Then

[Dk²/n³] = (X²H²/T) (X⁴/(H²T²)) (T³/X⁶) = 1.

The three parameters now form a dimensionless coupling, and no time can be built from them: a time needs 2a + 2b + 2c = 0 for X and −a − b − c = 1 for T, which contradict each other. A crossover time must then involve another length, such as the lattice spacing. The formula n⁵/(D²k⁴) applies to profiles with one lateral coordinate and should not be carried over to a film surface.

The numerical output below lists the values used here.

Numbers as computed

```
DIMENSIONS
exponents of n, D, k in the time scale: 5 -2 -4
rank, height unit separate: 3
rank, height and lateral unit equal: 2
UNIVERSAL NUMBERS (dimensionless)
Tracy-Widom variance, determinant: 1.6078
same, 3000 random matrices of size 200: 1.627
late-time variance c: 0.6380
prefactor C, noise strength 2D: 61.2
prefactor C, noise strength D: 245
SIMULATION (n = D = lattice spacing = 1)
k = 0.5, t = t0 = 16: W2/W2(k=0) = 1.020
k = 1.0, t = t_c = 61.2: W2/W2(k=0) = 1.177
k = 0, t = 61.2: W2/EW law = 0.972
late run: k = 3.0, t = 60, t/t_c = 79.4
late run: W2 = 12.82
late run: KPZ law = 12.81
late run: EW law = 6.18
late run: mean square slope = 0.986 (stationary: D/n = 1)
WORKED EXAMPLE
n = 1.0 nm^2/s, D = 0.1 nm^3/s, k = 0.5 nm/s
lateral scale x0 = 40.0 nm
height scale h0 = 2.0 nm
time scale t0 = 1600 s = 0.44 h
intersection time t_c = 9.789e+04 s = 27.2 h
rms width at t0, EW law = 1.79 nm
rms width at t0, KPZ law = 1.27 nm
W2 ratio KPZ law/EW law at t0 = 0.504
rms width at t_c, either law = 5.00 nm
diffusion length sqrt(n t_c) = 313 nm
t_c factor for n larger by 20 percent = 2.49
```
